# Equilibrium density of vacancy pairs from mass action and vacancy conservation

**Q.** An annealed channel sheet contains a known number of vacancies. You say that some of them sit next to each other as bound pairs, and that equilibrium fixes how many. What exactly is being counted?

**A.** Take a triangular sublattice of $N$ equivalent sites, each with $z=6$ nearest neighbours. A fixed number $N_v=cN$ of sites is vacant, with $c\ll1$. The vacancies are neutral. Two on neighbouring sites have an energy lower by $E_b>0$ than two far apart, and at larger distances they do not interact.

A single is a vacancy with no vacant neighbour. A pair is two neighbouring vacancies with no other vacancy next to either. Their numbers are $N_1$ and $N_2$, and their densities per site are $c_1=N_1/N$ and $c_2=N_2/N$. For the moment I leave out clusters of three or more. Since each pair holds two vacancies,

$$N_1+2N_2=N_v,\qquad c_1+2c_2=c .$$

I write $\beta=1/(k_BT)$. No other constant enters the algebra, so it reads the same in atomic units.

**Q.** A pair can point in three directions, yet each vacancy has six neighbours. Is the orientational factor three or six?

**A.** Count the places where a pair can lie. Each site touches $z$ bonds and each bond touches two sites, so there are $zN/2$ bonds. The two vacancies are identical, so a bond holds one pair state, not two. The factor per site is $z/2=3$.

If you prefer to start from one vacancy and its six neighbours, you meet every pair twice, once from each end, and must halve the result. Nor may you add an entropy $k_B\ln3$ afterwards, because the count of bonds already contains the three orientations.

**Q.** Then write down the statistical weight, and say what is neglected.

**A.** In the dilute regime I let each object choose its place without regard to the others. Identical singles can be placed in $N^{N_1}/N_1!$ ways and identical pairs in $(zN/2)^{N_2}/N_2!$ ways. Each pair also brings a Boltzmann factor $e^{\beta E_b}$. With

$$K=\frac z2\,e^{\beta E_b}$$

the weight of a state with $N_2$ pairs is

$$W=\frac{N^{N_1}}{N_1!}\,\frac{(KN)^{N_2}}{N_2!},\qquad N_1=N_v-2N_2 .$$

What is neglected is that objects may not overlap or touch. That costs a relative error of order $c$, which can be worked out separately.

Stirling's formula, $\ln n!\simeq n\ln n-n$, gives

$$\ln W=N_1\ln N-N_1\ln N_1+N_1+N_2\ln(KN)-N_2\ln N_2+N_2 .$$

Now vary $N_2$ at fixed $N_v$, so that $dN_1/dN_2=-2$. The derivative of the first three terms with respect to $N_1$ is $\ln N-\ln N_1$, and that of the last three with respect to $N_2$ is $\ln(KN)-\ln N_2$. Hence

$$\frac{d\ln W}{dN_2}=-2\ln\frac{N}{N_1}+\ln\frac{KN}{N_2}.$$

Setting this to zero gives $KN/N_2=(N/N_1)^2$, or

$$c_2=K\,c_1^2 .$$

This is the law of mass action. In terms of the free energy $F=-k_BT\ln W$, the chemical potentials are $\mu_1=\partial F/\partial N_1=k_BT\ln c_1$ and $\mu_2=\partial F/\partial N_2=k_BT\ln(c_2/K)$. The condition just found is $\mu_2=2\mu_1$: forming a pair from two singles costs no free energy at equilibrium.

**Q.** A stationary point need not be a maximum, and a maximum need not be sharp.

**A.** Differentiate once more. The term $2\ln N_1$ gives $2(-2)/N_1$, and $-\ln N_2$ gives $-1/N_2$:

$$\frac{d^2\ln W}{dN_2^2}=-\frac4{N_1}-\frac1{N_2}<0 .$$

It is a maximum. Near it $W$ is a Gaussian whose variance is minus the inverse of this curvature,

$$\mathrm{Var}(N_2)=\frac{N_1N_2}{N_1+4N_2}=N_2\,\frac{c_1}{c_1+4c_2}.$$

The relative width therefore falls as $1/\sqrt{N_2}$. As a test, $W$ was summed over all possible $N_2$ for $10^6$ sites, 4000 vacancies and $K=12.797$. The mean is 0.99981 and the variance 0.99985 of the values given by these formulas.

**Q.** You still have $c_1$ on the right, and what I know is $c$.

**A.** Insert mass action into conservation:

$$2Kc_1^2+c_1-c=0,\qquad c_1=\frac{-1\pm\sqrt{1+8Kc}}{4K}.$$

A density is positive, so the upper sign holds. For small $Kc$ the numerator is a difference of nearly equal numbers. Multiplying above and below by $\sqrt{1+8Kc}+1$ turns it into $(1+8Kc)-1=8Kc$, and so

$$c_1=\frac{2c}{1+\sqrt{1+8Kc}},\qquad c_2=\frac{c-c_1}2 .$$

The single parameter $Kc$ decides between two regimes.

For $Kc\ll1$ the root is $1+4Kc$ to first order. Then $c_1\simeq c(1-2Kc)$ and $c_2\simeq Kc^2$: pairs are rare and their density grows as the square of the vacancy density.

For $Kc\gg1$ the root is close to $\sqrt{8Kc}$. Then $c_1\simeq\sqrt{c/(2K)}$, which is much smaller than $c$, and $c_2\to c/2$: nearly every vacancy has a partner.

At $Kc=1$ the root is 3 and $c_1=c/2$, so half of the vacancies are paired.

**Q.** Has the formula been tried where neither limit applies, and without your dilute counting?

**A.** Yes. All $2^{16}$ configurations of a periodic lattice of $4\times4$ sites were summed with their true geometry, at an activity (the weight per vacancy) of $2\times10^{-6}$. Clusters of three or more were forbidden, and the three orientations were given binding energies of 12, 11 and 10 $k_BT$. The fraction of vacancies in pairs is 0.49460. The formula, fed with the total density from the same sum, gives 0.49459. A factor $z$ in place of $z/2$ would have failed this test.

**Q.** But there the orientations had different energies, and your $K$ has one $E_b$.

**A.** Each orientation $a$ has $N$ bonds of its own. The pair weight per site is then a sum instead of three equal terms:

$$K=\sum_a e^{\beta E_a},\qquad \frac{c_{2,a}}{c_2}=\frac{e^{\beta E_a}}{K}.$$

Uniaxial strain can cause such a splitting. If binding also changes the entropy of internal motion by $s$, for instance because the vibrations around the vacancies change, each pair gains a further factor $e^{s/k_B}$, and so does $K$.

**Q.** Give me numbers for a channel.

**A.** I take round, illustrative parameters for sulfur vacancies in an annealed monolayer transition-metal disulfide: spacing $a=3.2$ angstrom, $c=0.004$, $E_b=0.10$ eV and $T=800$ K. The vacancies stay on one sulfur face.

Here $k_BT=0.06894$ eV, so $e^{\beta E_b}=4.2655$ and $K=3\times4.2655=12.797$. Then $8Kc=0.4095$, and

$$c_1=\frac{0.008}{1+\sqrt{1.4095}}=0.003658,\qquad c_2=\frac{0.004-0.003658}{2}=1.71\times10^{-4}.$$

About 8.6% of the vacancies are in pairs. The small-$Kc$ form $Kc^2=2.05\times10^{-4}$ would be 20% too high relative to this, since it ignores the singles used up by pairing.

A site occupies the area $\sqrt3a^2/2$, so there are $1.128\times10^{15}$ sites per cm$^2$. The total vacancy density is $4.5\times10^{12}$ cm$^{-2}$ and the pair density is $1.9\times10^{11}$ cm$^{-2}$. A channel of 100 nm by 100 nm whose edges neither absorb nor release vacancies holds on average 19 pairs. The variance formula gives a spread of $\sqrt{19.3\times0.8423}=4.0$, where 0.8423 is $c_1/(c_1+4c_2)$. Two such channels with the same number of vacancies can thus differ noticeably in their number of pairs.

**Q.** With $E_b=0$ your formula still gives pairs. How can those be called bound?

**A.** They are chance neighbours. With $K=3$ and the same $c$, 2.3% of the vacancies are in pairs. The definition by position counts them, as would an image of the sheet.

If you want the excess due to binding at a given density of singles, subtract $(z/2)c_1^2$ from $c_2$. The remaining fraction of the pairs is $1-e^{-\beta E_b}$, here 77%. For strong binding the distinction disappears. For a binding energy comparable with $k_BT$, the definition has to be stated along with the number.

**Q.** If I measured the pair density at several temperatures and plotted its logarithm against $\beta$, would the slope be $E_b$?

**A.** It would be smaller, because conservation works against the change. Mass action gives $d\ln c_2=d\ln K+2\,d\ln c_1$. Conservation at fixed $c$ gives $dc_1=-2\,dc_2$, that is, $d\ln c_1=-(2c_2/c_1)\,d\ln c_2$. Inserting the second into the first,

$$\left(1+\frac{4c_2}{c_1}\right)d\ln c_2=d\ln K,\qquad \frac{d\ln c_2}{d\ln K}=\frac{c_1}{c_1+4c_2}.$$

With $d\ln K/d\beta=E_b$ the local slope in the example is $0.84\times0.10=0.084$ eV. In the pair law it tends to $E_b$ when pairs are rare and to zero when almost everything is paired. The factor is the same as in the variance, since the curvature of $\ln W$ governs both. If clusters of three or more can form as well, they use up further singles on cooling and make the slope in the example smaller still.

**Q.** Return to the overlap you neglected. How large is it?

**A.** Let $\xi$ be the activity. A given site holds a single if it is vacant and its six neighbours are filled. The rest of the lattice is then free except for 7 excluded sites. To first order, the chance that $m$ given sites contain no vacancy is $1-m\xi$. Hence $c_1=\xi(1-7\xi)$.

A pair has two sites of its own. Each of them has five further neighbours, and two of these are shared, which leaves eight. So 10 sites are excluded and $c_2=K\xi^2(1-10\xi)$. The ratio is

$$\frac{c_2}{c_1^2}=K\,\frac{1-10\xi}{(1-7\xi)^2}\simeq K(1-10\xi+14\xi)\simeq K(1+4c),$$

since $\xi=c$ at leading order. The sum over all configurations of the $4\times4$ lattice, with the example's $\beta E_b$ and $\xi=10^{-4}$, gives the coefficient as 4.000. For $c=0.004$ the mass-action ratio rises by 1.6%.

**Q.** And clusters of three? If two vacancies attract, a third should be attracted as well.

**A.** This is the more serious limitation. Suppose that every neighbouring pair of vacancies contributes $-E_b$, so that the bonds are additive. The argument used for pairs then gives clusters of $n$ vacancies a density $c_n=w_nc_1^n$. Here $w_n$ is the sum of Boltzmann factors over all cluster shapes per site.

For $n=3$ there are 11 shapes: 2 compact triangles with three bonds and 9 chains with two. Thus

$$w_3=2e^{3\beta E_b}+9e^{2\beta E_b}\simeq155+164=319,$$

and $3c_3/c\simeq1.2\%$ of the vacancies are in triplets. Including sizes up to five and solving conservation again gives 1.34% in clusters of three or more, and $c_2$ falls to $1.67\times10^{-4}$, which is 2.4% below the pair law.

A Monte Carlo run with 360 vacancies on 90000 sites, in which clusters of every size could form, gives $(1.39\pm0.06)\%$ and $c_2=(1.703\pm0.013)\times10^{-4}$. The latter agrees with the pair law within its statistical error of 0.8%, which is too large to resolve a shift of about one per cent. Larger clusters lower $c_2$ while site exclusion raises it, and the two cancel only in part: together they leave $c_2$ near $1.69\times10^{-4}$, a little over 1% below the pair law.

**Q.** So I may cool the sheet and obtain mostly pairs?

**A.** Not with additive bonds. Exchange vacant and filled sites in any configuration with $n$ vacancies and $b$ vacancy bonds. The new one has $N-n$ vacancies. Of all $3N$ bonds, $6n-b$ touched an old vacancy, so $3N-6n+b$ are now vacancy bonds. The ratio of the new weight to the old one is

$$\xi^{N-2n}\,e^{\beta E_b(3N-6n)}=\left(\xi e^{3\beta E_b}\right)^{N-2n}.$$

It equals one for every configuration when $\xi=e^{-3\beta E_b}$. If the lattice has a single transition between a sparse and a dense state, the transition must lie at this activity, because the exchange maps any other activity onto a different one. The model is equivalent to the triangular Ising ferromagnet, which has such a transition only for $e^{\beta E_b}>3$, here below about 1056 K. The exponent has a direct meaning: inside a dense island each vacancy has six bonds, each shared by two, and so an energy $-3E_b$.

The pair law therefore requires $c_1$ well below $e^{-3\beta E_b}$. In the example this is 0.0037 against 0.0129. On cooling at fixed $c$ and $E_b$, the two become equal near 616 K, which serves as an estimate of where islands become stable (the exact coexistence line of the model gives 614 K). Half pairing would need $Kc=1$, or

$$T=\frac{E_b}{k_B\ln[1/(3c)]}=262\ \mathrm K .$$

This order does not depend on my choice of numbers. At half pairing $e^{\beta E_b}=1/(3c)$, so the island activity is $27c^3$, while $c_1=c/2$. For $c\ll1$ the singles are then far above the island limit. A dilute state made mostly of pairs requires binding that saturates, so that a pair attracts a third vacancy weakly or not at all. The limit $c_2\to c/2$ belongs to that case.

**Q.** All this assumes that vacancies move. Do they?

**A.** At the anneal, yes. At the temperature of use, no, if the barrier is as high as I assume. Take a migration barrier $E_m=2.0$ eV and an attempt frequency $\nu=10^{13}$ s$^{-1}$, both rough. A vacancy makes about $z\nu e^{-\beta E_m}$ hops per second and needs roughly $1/c$ hops to find another, so

$$t\sim\frac{1}{z\nu c}\,e^{\beta E_m}.$$

This ignores repeated visits to the same site and is good to an order of magnitude. It gives about 17 s at 800 K, about $10^5$ s (a day) at 616 K and about $10^{22}$ s at 300 K.

An anneal of an hour at 800 K can thus equilibrate the pairs. If the sheet is then cooled within minutes, the pair density freezes in before islands can grow. Putting 300 K into the formula would not describe the finished device. The temperature to use is the one at which the vacancies stopped moving. With cooling that takes minutes it lies below the anneal temperature, because the pairs still follow at first. The search time $t$ overstates how long they need: when pairs are rare, their density relaxes in a time of order $Kc\,t$, because a pair breaks up faster than a single finds a partner. At 720 K, $t$ is about 7 minutes, but the pair density adjusts within a minute. For steady cooling to room temperature the effective temperature is near 720 K if the cooling takes two minutes and near 690 K if it takes ten. The pair law then gives about 14% and about 20% more pairs than at 800 K.

**Q.** How close is the example to a real disulfide channel, and what would spoil it?

**A.** The spacing is typical, and a few times $10^{12}$ vacancies per cm$^2$ is a plausible density for such sheets. The binding energy is a chosen value, and I would not attach it to a particular compound. The following changes are each made alone, with the other parameters held fixed, and are to be compared with 8.6% of vacancies paired:

- A binding entropy of $+k_B$ or $-k_B$ per pair gives 18% or 3.5% in the pair law. The first figure requires that larger clusters are not favoured in the same way. If every vacancy bond gained the factor $e$, the island activity would fall by $e^3$ to 0.00064, far below $c_1$, and islands would form instead.
- Strain that splits the binding energies into 0.12, 0.09 and 0.09 eV, with the same mean, gives 8.7%. The favoured orientation then holds 44% of the pairs. The total rises slightly because the exponential is convex.
- If the same vacancies spread over both sulfur faces, the density on each face halves. In the trigonal prismatic structure the two faces lie directly above each other. A vertical pair then adds half a bond per site, so with equal binding $K=3.5\,e^{\beta E_b}$. The result is 5.3%.
- If every vacancy carries one electron charge, neighbours repel with $1/(\varepsilon_r a)$ in atomic units. For an assumed $\varepsilon_r=10$ this is 0.45 eV, and the paired fraction drops to 0.015%.

Of the assumptions varied in this list, neutrality thus has the largest effect. A real channel can break it when doping or a gate fills the vacancy levels during the anneal. The last figure is only a rough size. A single dielectric constant describes screening in a monolayer poorly. The repulsion beyond nearest neighbours was also left out. It raises the energy of separated vacancies too, and including it with the same $\varepsilon_r$ and a uniform neutralising background would roughly double the figure.

Conservation can fail as well. Thermal creation is no threat: for an assumed formation energy of 1.5 eV it would supply a fraction of only $4\times10^{-10}$. But the assumed $c$ is far above this equilibrium value, so mobile vacancies are lost wherever edges or grain boundaries can absorb them. With the hopping rate assumed above, a vacancy makes about $5.4\times10^4$ hops in an hour at 800 K and wanders about $a\sqrt{5.4\times10^4}$, or 75 nm. A sheet many micrometres across, without grain boundaries, loses few vacancies in this way. A channel of 100 nm with absorbing edges would lose most of them. This depends strongly on the barrier: with $E_m=2.3$ eV the distance is only about 8 nm, and most of the vacancies would remain. The number also changes if sulfur leaves the sheet or is supplied to it. In all these cases $c$ must be the value at the end of the anneal, and the formula applies to that value if the pairs have had time to follow. The remaining figures are in the numerical output below.

## Numbers as computed

```
sublattice spacing: 3.2 angstrom
total vacancy fraction c: 0.0040 per site
binding energy E_b: 0.10 eV
anneal temperature: 800 K
k_B T: 0.06894 eV
exp(E_b/k_B T): 4.2655
K: 12.797
8 K c: 0.4095
single vacancies c1: 0.003658 per site
pairs c2: 1.7119e-04 per site
vacancies in pairs: 8.56 %
same for E_b = 0 (chance): 2.29 %
site density: 1.128e+15 cm^-2
total vacancy density: 4.511e+12 cm^-2
single density: 4.124e+12 cm^-2
pair density: 1.930e+11 cm^-2
response d ln c2/d ln K: 0.8423
channel side: 100 nm
pairs in channel: 19.3, spread 4.0
half-pairing temperature, pair law: 262 K
lattice sum, paired fraction: 0.49460
pair law, same case: 0.49459
pair-number sum, mean/law: 0.99981
variance/law: 0.99985
exclusion coefficient, lattice sum: 4.000
exclusion shift of c2/c1^2: 1.60 %
Monte Carlo: 90000 sites, 360 vacancies
Monte Carlo c1: 0.003604 per site
Monte Carlo c2: 1.703e-04 +- 1.3e-06 per site
cluster shapes, sizes 2,3: 3, 11
compact triangles among size 3: 2
c2 with clusters up to 5: 1.6700e-04 per site
vacancies in clusters >= 3, sum: 1.34 %
same, Monte Carlo: 1.39 +- 0.06 %
island coexistence activity: 0.01288
island-forming temperature (estimate): 616 K
paired, entropy +1 k_B: 18.49 %
paired, entropy -1 k_B: 3.51 %
strained bond energies: 0.12 0.09 0.09 eV
orientation shares: 0.436 0.282 0.282
paired, strained: 8.72 %
paired, both faces shared: 5.35 %
assumed dielectric constant: 10
repulsion if singly charged: 0.450 eV
paired if charged: 0.0150 %
assumed formation energy: 1.5 eV
thermal vacancy fraction: 3.6e-10 per site
assumed migration barrier: 2.0 eV
assumed attempt frequency: 1e+13 1/s
partner search time at 800 K: 1.7e+01 s
at island temperature: 9.6e+04 s
at 300 K: 1.7e+22 s
```
